\section*{Sampling the reaction time of a site under decaying precursor pressure}

\section*{The question}

In a lattice Monte Carlo model of atomic layer deposition, each surface site is either unreacted or reacted. A precursor pulse starts at $t=0$ and the pressure then decays. An unreacted site reacts during the next short interval $dt$ with probability $k(t)\,dt$, where
\begin{equation}
k(t)=k_0e^{-t/\tau},\qquad k_0=2\ \mathrm{s^{-1}},\qquad \tau=0.5\ \mathrm{s}.
\label{rate}
\end{equation}
This probability does not depend on how long the site has waited, except through the time $t$ in $k(t)$. The reaction is irreversible. Sites are independent in parts (a) to (e), and no second pulse follows. Answer parts (a) to (h).

\section*{(a) Survival}

\textbf{Question.} Find the probability $S(t)$ that a site is still unreacted at time $t$, and the probability that it never reacts.

\textbf{Answer.} To be unreacted at $t+dt$, the site must be unreacted at $t$ and must then survive the interval $dt$. The two probabilities multiply:
\begin{equation}
S(t+dt)=S(t)\,[1-k(t)\,dt].
\end{equation}
Subtracting $S(t)$ and dividing by $dt$ gives $dS/dt=-k(t)S$. Dividing by $S$ and integrating from $S(0)=1$,
\begin{equation}
\ln S(t)=-H(t),\qquad H(t)=\int_0^t k(s)\,ds .
\end{equation}
For the rate (\ref{rate}),
\begin{equation}
H(t)=k_0\left[-\tau e^{-s/\tau}\right]_0^t=k_0\tau\left(1-e^{-t/\tau}\right).
\label{H}
\end{equation}
Since $k_0\tau=2\times0.5=1$, the integrated rate climbs towards 1 and never passes it. Therefore
\begin{equation}
S(t)=\exp\left[-\left(1-e^{-t/\tau}\right)\right],\qquad
P_{\rm never}=\lim_{t\to\infty}S(t)=e^{-1}=0.368 .
\end{equation}
The number $k_0\tau$ is the mean number of reaction attempts that the whole pulse would make on a site if attempts could continue after the first. For $k_0\tau\ll1$ the reacted fraction $1-e^{-k_0\tau}$ is close to $k_0\tau$. For $k_0\tau\gg1$ few sites are missed, but the missed fraction is not zero.

The definition can be used directly as a check. Multiplying the factors $1-k\delta$ over steps of $\delta=10^{-4}$ s up to 10 s, with $k$ taken at the midpoint of each step (taking it at either end adds an error of $\mp k_0\delta/2$ in $\ln S$), gives 0.367861, against $e^{-1}=0.367879$. The small deficit comes from the next term of $\ln(1-k\delta)=-k\delta-k^2\delta^2/2-\dots$, which changes $\ln S$ by
\begin{equation}
-\frac{\delta}{2}\int_0^\infty k^2dt=-\frac{\delta k_0^2\tau}{4}=-5\times10^{-5}.
\end{equation}
This is the relative difference between the two numbers.

\section*{(b) Inversion}

\textbf{Question.} A random number $u$ is uniform on $(0,1)$. Derive a rule that turns every $u$ into a correctly distributed outcome. Apply it to $u=0.80$, $0.50$, $0.38$ and $0.30$.

\textbf{Answer.} Set $S(t)=u$, that is, $H(t)=-\ln u$. With (\ref{H}),
\begin{equation}
1-e^{-t/\tau}=-\frac{\ln u}{k_0\tau}
\quad\Longrightarrow\quad
e^{-t/\tau}=1+\frac{\ln u}{k_0\tau}.
\end{equation}
The left side of the last equation is positive for every finite $t$, so a solution needs $\ln u>-k_0\tau$. The rule is
\begin{equation}
t=\begin{cases}
-\tau\ln\left[1+\dfrac{\ln u}{k_0\tau}\right], & u>e^{-k_0\tau},\\[2mm]
\text{never}, & u\le e^{-k_0\tau}.
\end{cases}
\label{rule}
\end{equation}
To see that it has the right distribution, note that $S$ decreases with time. The outcome is later than a chosen time $s$, with ``never'' counted as later, when $u<S(s)$. A uniform $u$ does this with probability $S(s)$, as required. The ``never'' branch has probability $e^{-k_0\tau}$, in agreement with part (a).

For the first draw, $-\ln0.80=0.2231$, so
\begin{equation}
t=-0.5\ln(1-0.2231)\ \mathrm{s}=0.126\ \mathrm{s}.
\end{equation}
For $u=0.50$, $-\ln u=0.6931$ and $t=0.591$ s. For $u=0.38$, $-\ln u=0.9676$. This is close to the ceiling of 1, and the wait is long: $t=1.71$ s. For $u=0.30$, $-\ln u=1.2040$ exceeds the ceiling, so the site stays unreacted.

That last draw must be kept. If $u$ were redrawn until a finite time appeared, every site would react, and the sample would describe only those sites that do react.

\section*{(c) Mean waiting time}

\textbf{Question.} Find the mean waiting time over all sites, and the mean over the sites that react.

\textbf{Answer.} Over all sites the mean is infinite, because an infinite wait has the nonzero probability $e^{-1}$.

A reaction between $t$ and $t+dt$ has probability $kS\,dt=-dS$. Write $S_\infty=e^{-1}$. Since $dS=d(S-S_\infty)$, integration by parts gives
\begin{equation}
\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\Big[-t(S-S_\infty)\Big]_0^\infty+\int_0^\infty(S-S_\infty)\,dt .
\end{equation}
The boundary term vanishes because $S-S_\infty$ decays exponentially at late times. Now $S=e^{-1}\exp(e^{-t/\tau})$. With $x=e^{-t/\tau}$ and $dt=-\tau\,dx/x$, the remaining integral is
\begin{equation}
e^{-1}\tau\int_0^1\frac{e^x-1}{x}\,dx
=e^{-1}\tau\sum_{n=1}^\infty\frac{1}{n\,n!},
\end{equation}
where the exponential was expanded and integrated term by term. Dividing by the probability of reacting, $1-e^{-1}$, gives
\begin{equation}
\bar t_{\rm react}=\frac{\tau}{e-1}\sum_{n=1}^\infty\frac1{n\,n!}
=\frac{0.5\ \mathrm{s}}{1.7183}\times1.3179=0.3835\ \mathrm{s}.
\end{equation}
Direct quadrature gives 0.3835 s.

\section*{(d) A second sampler and a wrong one}

\textbf{Question.} Devise a sampler that does not use (\ref{rule}) and compare the two. What happens if the rate is frozen at $k_0$?

\textbf{Answer.} Propose reactions at the constant rate $k_0$, and accept a proposal made at time $t$ with probability $e^{-t/\tau}$. An accepted event then occurs in $dt$ with probability $k_0dt\times e^{-t/\tau}=k(t)dt$, which is the required rate. The first accepted event is the reaction. This method is called thinning. Proposals are stopped at 10 s, when the remaining integrated rate is $e^{-20}$.

With 200\,000 sites per method, the unreacted fraction is 0.3683 by inversion and 0.3675 by thinning. The standard error of each is $\sqrt{e^{-1}(1-e^{-1})/200\,000}=0.0011$, so both agree with 0.3679. The mean finite time from thinning is 0.3836 s, in agreement with part (c).

The largest gap between the two cumulative distributions of finite times is 0.0071. This is rather large. Each set holds about $n=126\,000$ times, and the large-sample Kolmogorov--Smirnov estimate $2\exp(-n\,\mathrm{gap}^2)$ gives a chance of 0.3 to 0.4 per cent for such a gap between samples of the same law. It is a fluctuation: twenty repetitions with fresh random numbers give a median gap of 0.0033, the median expected for two samples of the same law, and a largest gap of 0.0056. Separately, solving $H(t)=-\ln u$ by root finding, with $H$ from quadrature, reproduces the three finite times of part (b) to within $10^{-6}$ s.

With a frozen rate, $S=e^{-k_0t}$ and $t=-\ln(u)/k_0$, which is finite for every $u$ in $(0,1)$. Every site would react. At 1 s the frozen-rate sample has 0.135 of its sites unreacted, against 0.421 for the decaying rate. The frozen formula is the limit of (\ref{rule}) for $\tau\to\infty$ at fixed $k_0$ and $u$, since $\ln(1+y)\simeq y$ for small $y=\ln(u)/(k_0\tau)$.

\section*{(e) Other rates and later starts}

\textbf{Question.} Does every rate that falls to zero leave some sites unreacted for ever? How does (\ref{rule}) change for a site that becomes available at $t_0>0$?

\textbf{Answer.} No. Since $P_{\rm never}=e^{-H(\infty)}$, it is nonzero only if the total integral of the rate is finite. The rate $k_0/(1+t/\tau)$ falls to zero, but
\begin{equation}
H(t)=k_0\tau\ln(1+t/\tau),\qquad S(t)=(1+t/\tau)^{-k_0\tau}\to0 .
\end{equation}

For a later start, only the rate after $t_0$ counts. The condition $H(t)-H(t_0)=-\ln u$ becomes
\begin{equation}
k_0\tau\left(e^{-t_0/\tau}-e^{-t/\tau}\right)=-\ln u ,
\end{equation}
so that
\begin{equation}
t=-\tau\ln\left[e^{-t_0/\tau}+\frac{\ln u}{k_0\tau}\right]
\end{equation}
if the bracket is positive, and ``never'' otherwise. The chance of never reacting rises to $\exp(-k_0\tau e^{-t_0/\tau})$. Adding $t_0$ to a time drawn from (\ref{rule}) would wrongly restart the pressure decay.

\section*{(f) Process conditions and precursor supply}

\textbf{Question.} Trimethylaluminium (72.09 u) at $10^{-3}$ Torr and 473 K fills a well-mixed 1 litre chamber. A 1 cm$^2$ hydroxylated oxide coupon has one site per 0.2 nm$^2$; the walls are inert. Find the pumping speed and the initial reaction probability per hit. Then let each reaction consume one molecule, and find the final unreacted fraction for the coupon and for a 707 cm$^2$ wafer.

\textbf{Answer.} A pump of speed $Q$ removes molecules from volume $V$ at the rate $(Q/V)N$. Hence $\tau=V/Q$ and $Q=1/0.5=2$ litres per second.

For gas of number density $n$, the flux onto a surface is the density times the mean of the velocity component towards it:
\begin{equation}
J=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=n\sqrt{\frac{k_BT}{2\pi m}} .
\end{equation}
The square root is 93.2 m/s. The ideal gas law gives $N_0=2.042\times10^{16}$ molecules in the litre, so $n=2.042\times10^{19}$ m$^{-3}$. A site of area $0.2\times10^{-18}$ m$^2$ receives about 380 hits per second, and the reaction probability per hit is $2/380=0.005$.

Let $g=N/N_0$ be the remaining gas fraction, $S$ the unreacted site fraction, and $r$ the number of sites per initial gas molecule. Pumping and reaction both remove gas:
\begin{equation}
\frac{dg}{dt}=-\frac g\tau-k_0r\,gS,\qquad
\frac{dS}{dt}=-k_0gS .
\end{equation}
Dividing the first equation by the second removes time:
\begin{equation}
\frac{dg}{dS}=\frac1{k_0\tau S}+r .
\end{equation}
Integrating from $g=S=1$ gives $g=1+\ln S/(k_0\tau)-r(1-S)$. At the end of the pulse $g=0$, so
\begin{equation}
\ln S=-k_0\tau\,[1-r(1-S)] .
\label{depletion}
\end{equation}
For $r\to0$ this returns part (a). The coupon has $5\times10^{14}$ sites, so $r=0.0245$ and the solution is $S=0.374$. Consumption hardly matters. The wafer has $r=17.31$ and $S=0.945$: there is less than one molecule for every seventeen sites, and the prescribed rate (\ref{rate}) fails. Numerical integration of the two rate equations agrees with (\ref{depletion}) to $10^{-6}$ in $S$ in both cases.

\section*{(g) Blocking by neighbours}

\textbf{Question.} Suppose a reacted site permanently prevents its nearest neighbours from reacting. How can the times from (\ref{rule}) still be used? Find the reacted fraction on a long ring, and compare it with a square lattice.

\textbf{Answer.} Draw one time per site and process the finite times in increasing order. A site reacts at its time only if no neighbour has reacted. An attempt that fails need not be repeated, because the blocking is permanent.

On the ring, let $P_n$ be the probability that $n$ consecutive sites are unreacted, and use $H$ as the clock, $dH=k\,dt$. For $n\ge3$, each of the $n-2$ inner sites has two unreacted neighbours and can react. An end site can react only if the next site outside is also unreacted. Thus
\begin{equation}
\frac{dP_n}{dH}=-(n-2)P_n-2P_{n+1}.
\end{equation}
Try $P_n=P_3e^{-(n-3)H}$. The left side gives $P_n[P_3'/P_3-(n-3)]$ and the right side $P_n[-(n-2)-2e^{-H}]$. They agree for every $n\ge3$ if
\begin{equation}
\frac{P_3'}{P_3}=-1-2e^{-H},\qquad
P_3=\exp\left[-H-2(1-e^{-H})\right],
\end{equation}
which also satisfies $P_n=1$ at $H=0$. A site reacts when it and both neighbours are unreacted, so the reacted fraction obeys $d\theta/dH=P_3$. With $w=1-e^{-H}$ and $dw=e^{-H}dH$,
\begin{equation}
\theta=\int_0^w e^{-2w'}dw'=\frac{1-e^{-2w}}2 .
\end{equation}
After the pulse, $H=1$ and $w=0.632$, so $\theta=0.359$. Processing 200\,000 sampled times on a ring gives 0.3588, in agreement with the formula.

On the square lattice each site has four neighbours. Eight lattices of $100\times100$ sites give an unreacted fraction of $0.710\pm0.001$ (standard error), against 0.368 without blocking. The pulse is the same; the increase consists of sites whose attempt came after a neighbour had reacted.

\section*{(h) Remaining corrections and the real process}

\textbf{Question.} Estimate, one at a time, the effects of a 0.05 s filling time, a pressure floor of $10^{-6}$ Torr during a 10 s cycle, and a temperature 10 K higher with an assumed barrier of 0.2 eV. Which assumptions matter most in practice?

\textbf{Answer.} Model the filling by a factor $1-e^{-t/t_f}$ in the rate, with $t_f=0.05$ s. The total integrated rate becomes
\begin{equation}
k_0\left(\tau-\frac{\tau t_f}{\tau+t_f}\right)=\frac{k_0\tau^2}{\tau+t_f}=0.909,
\end{equation}
and the unreacted fraction rises to $e^{-0.909}=0.403$. The rise comes from a smaller dose: in the chamber of part (f) this pressure profile corresponds to an inflow $N_0t_f^{-1}e^{-t(1/\tau+1/t_f)}$, which admits only $\tau/(\tau+t_f)=0.909$ of the $N_0$ molecules. If all $N_0$ molecules are admitted and consumption is negligible, $\int N\,dt=N_0\tau$ whatever the filling time, and the unreacted fraction stays at 0.368.

The floor is $10^{-3}$ of the initial pressure. Taken as a constant precursor pressure added to the decaying one (a floor that only bounds the pressure from below gives 0.363 instead), it adds $2\times10^{-3}\times10=0.02$ to the integrated rate, leaving $e^{-1.02}=0.361$ unreacted after 10 s. If the floor lasted for ever, the integral would diverge and every site would eventually react. ``Never'' therefore refers to an ideal pulse whose total integrated rate is finite.

For the higher temperature $T'=483$ K, let the reaction probability per hit follow an Arrhenius law with barrier $E$. At fixed pressure, $n\propto1/T$ makes the flux proportional to $T^{-1/2}$, if the gas warms with the surface. The rate is multiplied by
\begin{equation}
\exp\left[\frac{E}{k_B}\left(\frac1T-\frac1{T'}\right)\right]\sqrt{\frac{T}{T'}}=1.095,
\end{equation}
and the unreacted fraction falls to $e^{-1.095}=0.334$.

Beside a real trimethylaluminium process, the temperature and site area are roughly typical. The reaction probability of 0.005 per hit follows from the chosen $k_0$ and is not a measured value. The pressure is deliberately low, whereas production pulses are meant to saturate the surface. For independent sites with ample precursor, a pressure a hundred times higher, with $\tau$ and the reaction probability unchanged, would give $k_0\tau=100$ and a negligible $e^{-100}$. With the blocking of part (g), even an unlimited pulse would leave sites unreacted: on the ring, $\theta$ tends only to $(1-e^{-2})/2=0.432$. The assumption of independent sites is doubtful because the methyl groups left by one molecule can shield nearby hydroxyls, and one molecule may use up more than one hydroxyl. Rigid blocking of all four neighbours is a strong form of shielding, and it moves the result from 0.37 to 0.71. It overstates the real effect at this site area: the square lattice jams near $\theta=0.36$, about 1.8 aluminium atoms per nm$^2$, whereas a saturated cycle growing about 0.1 nm of oxide deposits roughly 4 per nm$^2$. On a full wafer at this low pressure, precursor supply matters still more and gives 0.95. These are model estimates made separately, so their shifts should not be added.

\section*{Computed values}
\begin{verbatim}
initial rate: 2.0 per s; decay time: 0.5 s
total integrated rate, by quadrature: 1.000000
probability of never reacting, formula: 0.367879
same, product of short steps to 10 s: 0.367861
draw u = 0.80: -ln u = 0.2231; wait = 0.1262 s
draw u = 0.50: -ln u = 0.6931; wait = 0.5907 s
draw u = 0.38: -ln u = 0.9676; wait = 1.7146 s
draw u = 0.30: -ln u = 1.2040; wait = never
number of sampled sites: 200000
never-reacting fraction, inversion: 0.3683
never-reacting fraction, thinning: 0.3675
expected standard error of each fraction: 0.0011
largest gap between the two time distributions: 0.0071
mean wait among reacting sites, quadrature: 0.3835 s
mean wait among reacting sites, thinning: 0.3836 s
unreacted at 1 s, decaying rate: 0.4212
unreacted at 1 s, frozen-rate sample: 0.1352
initial pressure: 0.0010 Torr; T: 473 K
precursor mass: 72.09 u; site area: 0.2 nm2
initial hits per site: 380.5 per s
implied reaction probability per hit: 0.00526
chamber: 1.0 L; pumping speed: 2.0 L/s
filling time 0.05 s: never fraction 0.4029
pressure floor: 1.0e-06 Torr
with floor, unreacted after 10 s: 0.3606
assumed barrier: 0.2 eV; surface hotter by 10 K
hotter surface: rate factor 1.0954
hotter surface: never fraction 0.3344
gas molecules at start: 2.042e+16
coupon 1 cm2: sites per molecule 0.0245
coupon with consumption: never fraction 0.3736
wafer 707 cm2: sites per molecule 17.31
wafer with consumption: never fraction 0.9455
ring with blocking, reacted: sampled 0.3588
ring with blocking, reacted: closed form 0.3588
square lattices: 8 of 100 x 100 sites
square lattice with blocking, unreacted: 0.7096
standard error of that fraction: 0.0008
\end{verbatim}
